\section*{Correlation diagram of hydrogen from zero field to the Landau limit}

\section*{The question}

A hydrogen atom with a fixed nucleus stands in a uniform magnetic field $B$ along $z$. The electron is nonrelativistic and its spin is held fixed, so the constant spin energy is omitted. In atomic units, with $\rho^2=x^2+y^2$ and $r^2=\rho^2+z^2$,
\begin{equation}
H=\frac{p^2}{2}-\frac1r+\frac{B}{2}L_z+\frac{B^2}{8}\rho^2 .
\label{H}
\end{equation}
Field-free states are written $nlm$, and $M=|m|$. The parts below connect these states with those of the strong-field limit. A numerical check follows the text.

\section*{Part (a): symmetry}

\textbf{Question.} Which labels are conserved at every $B$? Find the continuum threshold for given $m$, and compare the bindings for $+m$ and $-m$.

\textbf{Answer.} $H$ is unchanged by rotation about $z$ and by $z\to-z$. Hence $m$ and the $z$ parity are conserved. Under $z\to-z$ the polar angle becomes $\pi-\theta$ and $Y_{lm}$ gains the factor $(-1)^{l+m}$. Let $p=0$ for $z$-even and $p=1$ for $z$-odd states; then $l-M-p$ is even. For $B>0$ the term $\rho^2$ mixes values of $l$ that differ by two, so $l$ is not conserved.

Far from the nucleus along $z$, the transverse motion is a plane oscillator of frequency $B/2$ with an added $mB/2$:
\begin{equation}
E_\perp=\frac B2(2n_\rho+M+1)+\frac{mB}{2},\qquad n_\rho=0,1,2,\dots
\end{equation}
The threshold of the sector is its lowest value,
\begin{equation}
E_{\rm thr}=\frac B2(M+1)+\frac{mB}2 .
\end{equation}
Binding means $\varepsilon=E_{\rm thr}-E$. Since $m$ enters (\ref{H}) through $m^2$ and through $mB/2$ alone, changing $-M$ into $+M$ raises levels and threshold alike by $MB$. The bindings are equal, and one diagram serves both signs.

\section*{Part (b): the weak-field order}

\textbf{Question.} Count the states of shell $n$ in the sector $(M,p)$ and those in lower shells. Find the order within the shell $n=3$, $m=0$, $z$-even.

\textbf{Answer.} The allowed values are $l=M+p,\,M+p+2,\dots\le n-1$. With $q=n-M-1-p\ge0$ there are $\lfloor q/2\rfloor+1$ of them. The number in lower shells is
\begin{equation}
N_q=\sum_{s=0}^{q-1}\left(\lfloor s/2\rfloor+1\right).
\end{equation}
The terms $s=2i$ and $s=2i+1$ together give $2(i+1)$. Thus $N_{2k}=k(k+1)$ and $N_{2k+1}=k(k+1)+(k+1)=(k+1)^2$. Both cases are contained in
\begin{equation}
N_q=\left\lfloor\frac{(q+1)^2}{4}\right\rfloor .
\label{count}
\end{equation}

Within a shell the degeneracy is lifted, at leading order, by diagonalizing $B^2\rho^2/8$. For $n=3$ put $x=2r/3$. Up to normalization, the radial functions are $e^{-x/2}(x^2-6x+6)$ for $3s$ and $e^{-x/2}x^2$ for $3d$. With $\int_0^\infty x^ke^{-x}dx=k!$ and the volume factor $x^2$, their squared norms are 72 and 720. The integrals with a further $x^2$ are 6624 for $ss$, $8!$ for $dd$ and $14400$ for $sd$. Multiplying by $(3/2)^2$,
\begin{align}
\langle r^2\rangle_{ss}&=\tfrac94\cdot\tfrac{6624}{72}=207,\qquad
\langle r^2\rangle_{dd}=\tfrac94\cdot\tfrac{8!}{720}=126,\\
\langle r^2\rangle_{sd}&=\tfrac94\cdot\frac{14400}{\sqrt{72\cdot720}}=45\sqrt{10}.
\end{align}
With $c=\cos\theta$ and $Y_{20}=\tfrac{\sqrt5}{2}(3c^2-1)Y_{00}$, the angular elements of $\sin^2\theta=1-c^2$ are
\begin{align}
ss:&\quad 1-\tfrac13=\tfrac23,\\
dd:&\quad 1-\tfrac54\left(\tfrac97-\tfrac65+\tfrac13\right)=\tfrac{10}{21},\\
sd:&\quad -\tfrac{\sqrt5}{2}\left(\tfrac35-\tfrac13\right)=-\tfrac{2\sqrt5}{15}.
\end{align}
The products give, in the order $(3d,3s)$,
\begin{equation}
\rho^2\to\begin{pmatrix}60&-30\sqrt2\\-30\sqrt2&138\end{pmatrix},\qquad
\text{eigenvalues }99\pm\sqrt{39^2+1800}=99\pm\sqrt{3321}.
\end{equation}
The lower state has $3d$ weight $\tfrac12(1+39/\sqrt{3321})=0.84$ and is called $3d_0$; the upper is called $3s$. These are nominal names for mixtures.

In shells with several states of one sector, let $r_s=0,1,\dots$ be the rank counted upward in energy. By convention $l$ is assigned in descending order:
\begin{equation}
l=M+p+2\lfloor q/2\rfloor-2r_s .
\end{equation}
For $n=4$ the program finds $4f$ weights of 0.66 ($m=0$, odd) and 0.94 ($m=-1$, even) in the lower states, so the convention names the larger component there too. In higher shells it need not: for $n=5$, $m=0$, even, the state of rank 1 is called $5d$ but has $d$ weight 0.29 and $g$ weight 0.51. Only the rank enters the connection derived below.

\section*{Part (c): the strong-field order}

\textbf{Question.} Which transverse functions can carry discrete states as $B\to\infty$, and how are those states ordered?

\textbf{Answer.} The Landau functions have width of order $B^{-1/2}$. When the Coulomb energy is small compared with $B$, each $n_\rho$ gives its own motion along $z$. For $n_\rho=0$,
\begin{equation}
-\tfrac12\chi''+V_M(z)\chi=-\varepsilon\chi,\qquad
V_M(z)=-\left\langle\frac1{\sqrt{\rho^2+z^2}}\right\rangle .
\label{oned}
\end{equation}
The average uses the density proportional to $\rho^{2M}e^{-B\rho^2/2}$ with area element $\rho\,d\rho$.

A level built on $n_\rho\ge1$ starts from a threshold higher by $n_\rho B$. Its binding grows far more slowly than $B$, as the method of part (e) shows, so it lies in the $n_\rho=0$ continuum of the same $m$ and $p$. The Coulomb term couples it to that continuum, and generically it becomes a resonance. The discrete states therefore belong to $n_\rho=0$.

Coupling to higher channels does not upset this. Near the nucleus its elements are of order $B^{1/2}$ over a length $B^{-1/2}$. Second-order elimination across a gap of order $B$ gives an effective potential of order one over that length, with an integral of order $B^{-1/2}$. This vanishes in the limit.

Bound states in one dimension are nondegenerate and ordered by their number of nodes $\nu$. As $V_M$ is even, their parity is $(-1)^\nu$. Even sectors contain $\nu=0,2,4,\dots$ and odd sectors $\nu=1,3,5,\dots$, in rising energy.

\section*{Part (d): the connection}

\textbf{Question.} Use non-crossing to derive $\nu$ from the field-free labels, and draw up the diagram for small $n$.

\textbf{Answer.} After the factor $e^{im\phi}$ is removed, $H$ is real. Two nearby levels are described by a real symmetric matrix with gap
\begin{equation}
\Delta=\sqrt{(h_{11}-h_{22})^2+4h_{12}^2}.
\end{equation}
A crossing needs both $h_{11}=h_{22}$ and $h_{12}=0$, while $B$ is one parameter. In a sector without further symmetry, levels therefore generically avoid each other. This is no theorem for each individual pair, so the states below were also followed numerically.

The Coulomb tail supplies infinitely many discrete levels in each sector, so a level of given rank exists throughout. Rank is preserved. A state has $N_q+r_s$ states of its sector below it at weak field. At strong field, the state with $k$ below it has $\nu=p+2k$. Hence
\begin{equation}
\boxed{\;\nu=p+2\left(\left\lfloor\frac{(q+1)^2}{4}\right\rfloor+r_s\right),\qquad q=n-M-1-p\;}
\label{nu}
\end{equation}
For example, $3s$ has $q=2$ and $r_s=1$, so $\nu=2(2+1)=6$.

\begin{center}
\begin{tabular}{lll}
$|m|$ & $z$ parity & state $\to\nu$\\ \hline
0 & even & $1s\to0,\ 2s\to2,\ 3d\to4,\ 3s\to6$\\
0 & odd & $2p\to1,\ 3p\to3,\ 4f\to5,\ 4p\to7$\\
1 & even & $2p\to0,\ 3p\to2,\ 4f\to4,\ 4p\to6$\\
1 & odd & $3d\to1,\ 4d\to3$\\
2 & even & $3d\to0,\ 4d\to2$\\
2 & odd & $4f\to1$\\
3 & even & $4f\to0$
\end{tabular}
\end{center}

The lines describe slow changes of field. A fast sweep can carry the atom across a narrow avoided crossing.

\section*{Part (e): which states become tightly bound?}

\textbf{Question.} Call a state tightly bound if $\varepsilon\to\infty$ as $B\to\infty$. Bound the odd states, derive a quantization condition for the even states, and identify the tightly bound ones.

\textbf{Answer: odd states.} In a fixed sector the transverse energy is at least $E_{\rm thr}$, and $1/r\le1/|z|$. Therefore
\begin{equation}
H-E_{\rm thr}\ge\frac{p_z^2}{2}-\frac1{|z|}.
\end{equation}
An odd function vanishes at $z=0$. On each half-line the right side is then the hydrogen radial problem for $l=0$, with lowest energy $-\tfrac12$. Every odd state obeys $\varepsilon\le\tfrac12$ at every $B$. As $B\to\infty$, $V_M\to-1/|z|$ for $z\ne0$, and the same radial problem gives $\varepsilon\to1/(2k^2)$ for $\nu=2k-1$.

\textbf{Even states, outer region.} Let $\varepsilon=\kappa^2/2$, $\lambda=1/\kappa$ and $x=2\kappa z$ with $z>0$. Outside the Landau width, $\chi''=(\kappa^2-2/z)\chi$, or
\begin{equation}
\frac{d^2\chi}{dx^2}=\left(\frac14-\frac\lambda x\right)\chi .
\end{equation}
Setting $\chi=xe^{-x/2}w$ gives $xw''+(2-x)w'-(1-\lambda)w=0$. For $0<\lambda<1$ a solution that makes $\chi$ decay is
\begin{equation}
w=\int_0^\infty e^{-xt}f(t)\,dt,\qquad f=\left(\frac{1+t}{t}\right)^{\lambda}.
\end{equation}
To verify this, insert it: the left side becomes $\int e^{-xt}[x\,t(1+t)f-(2t+1-\lambda)f]dt$. Integrating the first term by parts replaces $x\,t(1+t)f$ by $[t(1+t)f]'=(2t+1-\lambda)f$, with no boundary term, and the integrand cancels.

For small $x$, separate the 1 to which $f$ tends, and use $f-1\simeq\lambda/t$ beyond a large $T$. Since $\int_T^\infty e^{-xt}dt/t\simeq-\gamma-\ln(xT)$, with $\gamma$ Euler's constant,
\begin{equation}
w\simeq\frac1x-\lambda(\ln x+\gamma)+K,\qquad
K=\lim_{T\to\infty}\left[\int_0^T(f-1)\,dt-\lambda\ln T\right].
\end{equation}
Substitute $s=t/(1+t)$, $S=T/(1+T)$, and integrate by parts with $s/(1-s)$ as the antiderivative of $(1-s)^{-2}$:
\begin{align}
\int_0^S\frac{s^{-\lambda}-1}{(1-s)^2}ds
&=\frac{S(S^{-\lambda}-1)}{1-S}+\lambda\int_0^S\frac{s^{-\lambda}}{1-s}ds\\
&\to\lambda+\lambda\left[-\psi(1-\lambda)-\gamma+\ln(1+T)\right].
\end{align}
Here $\psi$ is the digamma function, and $\psi(y)+\gamma=\int_0^1(1-s^{y-1})/(1-s)\,ds$ was used. So $K=\lambda[1-\gamma-\psi(1-\lambda)]$ and
\begin{equation}
\chi\simeq1-x\left\{\lambda[\ln x+\psi(1-\lambda)+2\gamma-1]+\tfrac12\right\}.
\end{equation}
Differentiating, and using $dx/dz=2\kappa$ and $2\kappa\lambda=2$,
\begin{equation}
\frac{\chi'(z)}{\chi(z)}\simeq-2\left[\ln(2\kappa z)+\psi(1-\lambda)+2\gamma\right]-\kappa .
\label{outer}
\end{equation}
The decaying solution depends analytically on $\lambda$, so (\ref{outer}) continues to all positive noninteger $\lambda$.

\textbf{Inner region and matching.} An even state has $\chi'(0)=0$. At distances larger than the Landau width but small compared with both 1 and $1/\kappa$, $\chi$ is nearly constant and one integration gives
\begin{equation}
\frac{\chi'(z)}{\chi(z)}\simeq2\int_0^zV_M\,dz'
=-2\left\langle\operatorname{arsinh}\frac z\rho\right\rangle
\simeq-2\left[\ln(2z)-\langle\ln\rho\rangle\right].
\end{equation}
With $t=B\rho^2/2$ the density is $t^Me^{-t}/M!$, so $\langle\ln t\rangle=\psi(M+1)$ and $\langle\ln\rho\rangle=\tfrac12[\ln(2/B)+\psi(M+1)]$. Equating the two slopes, $\ln(2z)$ cancels:
\begin{equation}
\boxed{\;\tfrac12\ln\frac B2-\tfrac12\psi(M+1)=\ln\kappa+\frac\kappa2+\psi(1-\lambda)+2\gamma\;}
\label{match}
\end{equation}

As a function of $\lambda$, the right side has derivative $-1/\lambda-1/(2\lambda^2)-\psi'(1-\lambda)<0$. It falls from $+\infty$ to $-\infty$ in each interval $j<\lambda<j+1$, $j=0,1,2,\dots$, so each interval holds one root, belonging to $\nu=2j$. As $B\to\infty$ the left side grows and $\lambda\to j$ from above. For $j\ge1$ the binding tends to $1/(2j^2)$ from below. For $j=0$, $\lambda\to0$ and $\psi(1-\lambda)\to-\gamma$, so
\begin{equation}
\kappa+2\ln\kappa\simeq\ln\frac B2-\psi(M+1)-2\gamma,\qquad
\varepsilon\sim\tfrac12\ln^2B .
\end{equation}
This binding grows without limit. The leading form is approached slowly because of the term $2\ln\kappa$: for $1s_0$ the binding is 0.32 of $\tfrac12\ln^2B$ at $B=1000$. The limit also passes $B=1/\alpha^2\approx1.9\times10^4$, where the cyclotron energy equals the electron rest energy, so the unlimited growth is a property of the nonrelativistic model (\ref{H}).

The tightly bound states are therefore those with $\nu=0$. By (\ref{nu}) this requires $p=0$, $q=0$ and $r_s=0$, that is $n=M+1$ and $l=M$: one state for each $m$,
\begin{equation}
1s_0,\quad 2p_{\pm1},\quad 3d_{\pm2},\quad 4f_{\pm3},\ \dots
\end{equation}
For these states $\lambda\to0$, so the outer equation gives $\chi\simeq\sqrt\kappa\,e^{-\kappa|z|}$, whose weight $|\chi(0)|^2$ in the deepening centre of $V_M$ grows with $B$. The ratio $|\chi(0)|^2/\kappa$ tends to 1 only slowly, because $\lambda$ falls only as $1/\ln B$. For $j\ge1$, $\kappa$ stays finite while $|\chi'/\chi|$ in (\ref{outer}) grows without limit, so $\chi(0)\to0$. In strong fields the $+m$ members lie above the $m=0$ threshold in total energy, but conservation of $L_z$ prevents their decay into that continuum in this model.

\section*{Part (f): numbers and a crossing}

\textbf{Question.} Test the assignment at $B=1000$, and decide whether $3d_0$ and $3p_0$ cross.

\textbf{Answer.} The 18 states of the table were followed from $B=0.004$ to $B=1000$ ($2.35\times10^8$ T) in a Gaussian basis. At each field step every state overlapped mainly with the state of the same rank, and the node counts at the end agreed with (\ref{nu}). Some bindings, in eV, are:

\begin{center}
\begin{tabular}{lcrrr}
state & $\nu$ & $B=100$ & $B=1000$ & limit formula\\ \hline
$1s_0$ & 0 & 103.1 & 208.5 & 210.7\\
$2p_{-1}$ & 0 & 71.7 & 153.4 & 159.2\\
$3d_{-2}$ & 0 & 59.5 & 130.8 & 138.1\\
$4f_{-3}$ & 0 & 52.5 & 117.2 & 125.6\\
$2p_0$ & 1 & 12.6 & 13.4 & 13.6\\
$2s_0$ & 2 & 6.97 & 8.05 & 8.06
\end{tabular}
\end{center}

The last column is (\ref{match}) for even states and $1/(2k^2)$ for odd ones, evaluated at $B=1000$. For $1s_0$, $210.729/27.2114=7.7441$ gives $\kappa=\sqrt{2\times7.7441}=3.9355$ and $\lambda=0.254$. The right side of (\ref{match}) is $1.370+1.968-1.096+1.154=3.396$, and the left side is $3.107+0.289=3.396$. Relative to the computed bindings, the formula is 1\% high for $1s_0$ and 7\% high for $4f_{-3}$.

From $B=100$ to $1000$ every $\nu=0$ binding in the set at least doubles, while no other grows by more than 21\%. The rms extent along $z$ at $B=1000$ is 0.118 {\AA} for $1s_0$ and 0.929 {\AA} for $2p_0$. These are results of the model: relativity and nuclear motion are left out. For an atom with zero pseudomomentum, a finite proton mass $M_p$ raises each sector with $m<0$, levels and threshold alike, by $MB/M_p$ relative to the $m=0$ threshold. At $B=1000$ this is 14.8 eV per unit of $M$, more than the binding of any $\nu>0$ state with $m\ne0$ in the set, and near $B\approx4\times10^3$ it lifts even $4f_{-3}$ above the $m=0$ threshold.

For the crossing, start at weak field. The $3p$ radial function is $e^{-x/2}x(4-x)$, with squared norm 144 and integral 11520 with a further $x^2$. Hence $\langle r^2\rangle=\tfrac94\cdot80=180$ and $\langle\rho^2\rangle=180\cdot\tfrac25=72$. This exceeds $99-\sqrt{3321}=41.4$, so $3d_0$ is the more strongly bound.

At strong field both bindings tend to $\tfrac18$. For $3d_0$ ($\nu=4$), $\lambda=2+\delta$ and $\psi(1-\lambda)\simeq1/\delta$, so (\ref{match}) gives $\delta\simeq2/\ln B$. For $3p_0$ ($\nu=3$) the wave function vanishes at $z=0$, so $|\chi|^2\propto z^2$ near the origin. For $|z|\gg B^{-1/2}$, $V_0+1/|z|\simeq\langle\rho^2\rangle/(2|z|^3)=1/(B|z|^3)$, and $\int_{B^{-1/2}}^{1}z^2\,dz/(Bz^3)=(\ln B)/(2B)$, while $|z|<B^{-1/2}$ adds only order $1/B$. The binding is therefore lowered by order $(\ln B)/B$, far less than the order $1/\ln B$ for $3d_0$. Thus $3p_0$ ends as the more strongly bound. By continuity the levels must cross, which their different $z$ parity permits. The program finds a crossing at $B=0.175$ ($4.12\times10^4$ T), where both bindings are 2.01 eV.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Fields: B in atomic units, cyclotron energy in eV, magnetic length in angstrom
  weak    B=0.004  0.10885 eV  8.367 angstrom
  middle  B=100  2721.1 eV  0.05292 angstrom
  strong  B=1000  27211 eV  0.01673 angstrom
Strong field in tesla: 2.351e+08 T
Bindings in eV from the threshold of the same m; z_rms in angstrom
state  m  nu   weak     middle   strong   limit-formula  z_rms  Landau-weight
1s     0  0  13.6600  103.126  208.505  210.729        0.118  1.0000
2s     0  2   3.4543    6.971    8.051    8.056        1.499  1.0000
3d     0  4   1.5639    2.364    2.567    2.568        4.519  1.0000
3s     0  6   1.5577    1.177    1.247    1.248        9.211  1.0000
2p     0  1   3.4552   12.616   13.401   13.606        0.929  1.0000
3p     0  3   1.5623    3.280    3.376    3.401        3.454  1.0000
4f     0  5   0.8990    1.476    1.504    1.512        7.650  1.0000
4p     0  7   0.8884    0.835    0.847    0.850       13.525  1.0000
2p    -1  0   3.5090   71.695  153.429  159.183        0.143  1.0000
3p    -1  2   1.6128    6.388    7.590    7.629        1.585  1.0000
4f    -1  4   0.9500    2.247    2.483    2.490        4.670  1.0000
4p    -1  6   0.9328    1.136    1.218    1.221        9.429  1.0000
3d    -1  1   1.6167   12.051   13.251   13.606        0.938  1.0000
4d    -1  3   0.9440    3.208    3.358    3.401        3.472  1.0000
3d    -2  0   1.6692   59.543  130.754  138.081        0.158  1.0000
4d    -2  2   0.9908    6.085    7.344    7.407        1.635  1.0000
4f    -2  1   1.0008   11.640   13.126   13.606        0.946  1.0000
4f    -3  0   1.0511   52.518  117.237  125.583        0.169  1.0000
Smallest growth, middle to strong, of nu=0 bindings: 2.022
Largest growth, middle to strong, of other bindings: 1.207
Largest z-odd binding on all paths: 13.401 eV; bound 13.606 eV
Finest relative field step needed in following: 0.5133
Smallest sampled gap, m=0 even, four levels: 0.00621 eV at B=0.004 a.u.
n=3 m=0 even, rho^2 eigenvalues: 11.585, 43.860 angstrom^2
Weight of 3d in lower n=3 m=0 even state: 0.838
Weight of 4f in lower n=4 state: m=0 odd 0.658, m=-1 even 0.939
3d0-3p0 crossing: B=0.1752 a.u., cyclotron energy 4.767 eV, 4.118e+04 T
  common binding there: 2.0094 eV
One-dimensional limit test, m=0, B=1e+06 a.u. (bindings in eV)
  nu=0: numerical 1017.579, matching equation 1017.325
  nu=2: numerical 10.128, matching equation 10.127
  nu=4: numerical 2.916, matching equation 2.916
\end{verbatim}
